# Surface Heating of a Thick Dielectric: What Separates k from C: verification in Python

```python
"""Result under test: for one-dimensional surface heating of a Fourier half-space,
(k, C) and (s*k, C/s) give the same surface temperature, so only k*C is measurable.
A known length inside the dielectric (thickness, spot, absorption depth) lifts this.
k: conductivity, W/(m K); C: volumetric heat capacity, J/(m3 K); s: constant factor.
Impedance: complex surface temperature / absorbed flux, m2 K/W; time factor exp(i w t).
All calculations are in SI units; printed values carry their own units.
Material parameters are rough typical inputs, not measurements of one sample.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import least_squares

k_film, C_film, L_film = 0.30, 1.40e6, 1.0e-6
stretch = 2.0
k_twin, C_twin = stretch * k_film, C_film / stretch
k_si, C_si = 140.0, 1.65e6
k_metal, C_metal, d_metal = 150.0, 2.43e6, 80e-9
R_contact = 1.0e-8
f_high, f_low = 1.0e6, 1.0e4
flux = 1.0e6
spot = 200e-6
small_spot = 1.0e-6
absorption_depth = 200e-9


def graded_cells(depth, count, grading):
    x = np.linspace(0, 1, count + 1)
    return np.diff(depth * np.sinh(grading * x) / np.sinh(grading))


def numeric_impedance(freq, layers, joints=(), depth_abs=None):
    """Finite-volume solution; each layer is (k, C, cell widths)."""
    k = np.concatenate([np.full(len(w), a) for a, b, w in layers])
    C = np.concatenate([np.full(len(w), b) for a, b, w in layers])
    dz = np.concatenate([w for a, b, w in layers])
    half = dz / (2 * k)
    resistance = half[:-1] + half[1:]
    position = 0
    for layer, joint in zip(layers[:-1], joints):
        position += len(layer[2])
        resistance[position - 1] += joint
    g = 1 / resistance
    matrix = np.zeros((3, len(dz)), complex)
    matrix[1] = 2j * np.pi * freq * C * dz
    matrix[1, :-1] += g
    matrix[1, 1:] += g
    matrix[0, 1:] = -g
    matrix[2, :-1] = -g
    source = np.zeros(len(dz), complex)
    if depth_abs is None:
        source[0] = 1
    else:
        edges = np.concatenate([[0], np.cumsum(dz)])
        source[:] = -np.diff(np.exp(-edges / depth_abs))
    T = solve_banded((1, 1), matrix, source)
    return T[0] + (half[0] if depth_abs is None else 0)


def half_space(freq, k, C, p=0.0):
    return 1 / (k * np.sqrt(2j * np.pi * freq * C / k + p**2))


def film_impedance(freq, k, C, L, p=0.0):
    rate = np.sqrt(2j * np.pi * freq * C / k + p**2)
    own = 1 / (k * rate)
    base = half_space(freq, k_si, C_si, p)
    echo = (base - own) / (base + own) * np.exp(-2 * rate * L)
    return own * (1 + echo) / (1 - echo)


def stack_impedance(freq, k, C, L, p=0.0):
    metal = 2j * np.pi * freq * C_metal * d_metal + k_metal * d_metal * p**2
    return 1 / (metal + 1 / (R_contact + film_impedance(freq, k, C, L, p)))


def centre_response(impedance, radius):
    """Centre temperature / peak flux for flux exp(-2 r^2/radius^2)."""
    h = 20 / 8000
    u = (np.arange(8000) + 0.5) * h
    return np.sum(u / 4 * np.exp(-u**2 / 8) * impedance(u / radius)) * h


def relative(a, b):
    return abs(a / b - 1)


# Bare half-space: formula against finite volumes, and the twin material.
deep = graded_cells(10e-6, 2000, 4)
bare = numeric_impedance(f_high, [(k_film, C_film, deep)])
bare_twin = numeric_impedance(f_high, [(k_twin, C_twin, deep)])
assert relative(bare, half_space(f_high, k_film, C_film)) < 5e-4
assert relative(bare_twin, bare) < 5e-4
assert abs(np.degrees(np.angle(bare)) + 45) < 0.03

# A metal layer and a contact resistance do not separate the twins.
sweep_difference = 0.0
metal_cells = np.full(20, d_metal / 20)
for f in (0.3e6, 1e6, 3e6, 10e6):
    pair = [numeric_impedance(f, [(k_metal, C_metal, metal_cells), (k, C, deep)],
                              [R_contact])
            for k, C in ((k_film, C_film), (k_twin, C_twin))]
    sweep_difference = max(sweep_difference, relative(pair[1], pair[0]))
assert sweep_difference < 5e-4

# Finite film on silicon, with an isothermal metal for the formula test.
si_cells = graded_cells(1e-3, 2000, 6)


def numeric_stack(freq, k, C, L, count, metal_k=1e9):
    return numeric_impedance(freq, [(metal_k, C_metal, metal_cells),
                                    (k, C, np.full(count, L / count)),
                                    (k_si, C_si, si_cells)], [R_contact, 0])


for f in (f_low, 1e5, f_high):
    original = numeric_stack(f, k_film, C_film, L_film, 700)
    assert relative(original, stack_impedance(f, k_film, C_film, L_film)) < 5e-4
    stretched = numeric_stack(f, k_twin, C_twin, stretch * L_film, 900)
    assert relative(stretched, original) < 5e-4
low_A = numeric_stack(f_low, k_film, C_film, L_film, 700)
low_B = numeric_stack(f_low, k_twin, C_twin, L_film, 700)
high_A = numeric_stack(f_high, k_film, C_film, L_film, 700)
high_B = numeric_stack(f_high, k_twin, C_twin, L_film, 700)
assert relative(low_B, low_A) > 0.2


# Nonlinear time-domain test, on one physical grid for all materials.
def surface_history(k_of_T, C_of_T):
    dz = graded_cells(10e-6, 240, 4)
    gap = (dz[:-1] + dz[1:]) / 2

    def incoming(t):
        return 5e7 * np.sin(2 * np.pi * f_high * t)

    def rate(t, T):
        flow = k_of_T((T[:-1] + T[1:]) / 2) * (T[:-1] - T[1:]) / gap
        gain = np.concatenate([[incoming(t)], flow])
        loss = np.concatenate([flow, [0]])
        return (gain - loss) / (C_of_T(T) * dz)

    times = np.linspace(0, 3 / f_high, 121)
    answer = solve_ivp(rate, (0, times[-1]), np.zeros(len(dz)), method="LSODA",
                       t_eval=times, rtol=1e-6, atol=1e-6, lband=1, uband=1,
                       max_step=0.02 / f_high)
    assert answer.success
    top = answer.y[0]
    return top + incoming(times) * dz[0] / (2 * k_of_T(top))


def k_T(T):
    return k_film * (1 + 0.004 * T)


def C_T(T):
    return C_film * (1 + 0.002 * T)


history = surface_history(k_T, C_T)
history_twin = surface_history(lambda T: stretch * k_T(T), lambda T: C_T(T) / stretch)
history_control = surface_history(lambda T: k_T(T) * np.exp(0.01 * T),
                                  lambda T: C_T(T) * np.exp(-0.01 * T))
peak = np.max(np.abs(history))
nonlinear_same = np.max(np.abs(history_twin - history)) / peak
nonlinear_control = np.max(np.abs(history_control - history)) / peak
assert nonlinear_same < 3e-3
assert nonlinear_control > 0.02


# Absorption below a bare surface.
def absorbed_formula(k, C):
    alpha = 1 / absorption_depth
    sigma = np.sqrt(2j * np.pi * f_high * C / k)
    return alpha / (k * sigma * (alpha + sigma))


absorbed = []
for k, C in ((k_film, C_film), (k_twin, C_twin)):
    value = numeric_impedance(f_high, [(k, C, deep)], depth_abs=absorption_depth)
    assert relative(value, absorbed_formula(k, C)) < 1e-3
    absorbed.append(value)
assert relative(absorbed[1], absorbed[0]) > 0.05

# Small spot on a bare surface: wavenumber integral against point sources.
spots = []
for k, C in ((k_film, C_film), (k_twin, C_twin)):
    sigma = np.sqrt(2j * np.pi * f_high * C / k)
    parts = [quad(lambda x: part(np.exp(-2 * x**2 - sigma * small_spot * x)),
                  0, 5)[0] for part in (np.real, np.imag)]
    point_sum = small_spot / k * (parts[0] + 1j * parts[1])
    value = centre_response(lambda p: half_space(f_high, k, C, p), small_spot)
    assert relative(value, point_sum) < 1e-4
    spots.append(point_sum)
assert relative(spots[1], spots[0]) > 0.05


# Parameter recovery and noise.
thick_set = [1e6, 2e6, 5e6]
full_set = [f_low] + thick_set
truth = np.log([k_film, C_film])


def misfit(logs, freqs, data, L=L_film):
    model = np.array([stack_impedance(f, *np.exp(logs), L) for f in freqs])
    error = np.log(model / data)
    return np.concatenate([error.real, error.imag])


def fit(freqs, data, start, L=L_film):
    answer = least_squares(misfit, start, args=(freqs, data, L),
                           xtol=1e-11, ftol=1e-11, gtol=1e-11)
    assert answer.success
    return answer.x


def uncertainties(freqs, noise):
    data = np.array([stack_impedance(f, k_film, C_film, L_film) for f in freqs])
    step = 1e-4
    J = np.column_stack([(misfit(truth + step * e, freqs, data)
                          - misfit(truth - step * e, freqs, data)) / (2 * step)
                         for e in np.eye(2)])
    cov = noise**2 * np.linalg.inv(J.T @ J)
    return np.sqrt([cov[0, 0], cov[1, 1], cov.sum()])


data = np.array([numeric_stack(f, k_film, C_film, L_film, 1000, k_metal)
                 for f in full_set])
start = np.log([k_twin, C_twin])
fitted = np.exp(fit(full_set, data, start))
wrong_L = np.exp(fit(full_set, data, start, 1.05 * L_film))
assert np.all(np.abs(fitted / [k_film, C_film] - 1) < 0.02)
assert np.allclose(wrong_L / fitted, [1.05, 1 / 1.05], rtol=1e-4)
noise = 0.01
sd_thick = uncertainties(thick_set, noise)
sd_full = uncertainties(full_set, noise)
assert sd_thick[0] > 0.5 and sd_thick[2] < 0.1 and sd_full[0] < 0.05
rng = np.random.default_rng(4)
clean = np.array([stack_impedance(f, k_film, C_film, L_film) for f in full_set])
fits = []
for trial in range(400):
    errors = rng.normal(0, noise, 4) + 1j * rng.normal(0, noise, 4)
    fits.append(fit(full_set, clean * np.exp(errors), truth))
sd_trials = np.std(fits, axis=0, ddof=1)
assert np.all(np.abs(sd_trials / sd_full[:2] - 1) < 0.2)

# Sizes of neglected effects.
thick_error = relative(stack_impedance(f_high, k_film, C_film, L_film),
                       stack_impedance(f_high, k_film, C_film, 1e-3))
lateral = [relative(centre_response(
    lambda p: stack_impedance(f, k_film, C_film, L_film, p), spot),
    stack_impedance(f, k_film, C_film, L_film)) for f in (f_low, f_high)]
metal_error = relative(numeric_stack(f_high, k_film, C_film, L_film, 700, k_metal),
                       high_A)
k_air, C_air = 0.026, 1.2e3
air = [abs(stack_impedance(f, k_film, C_film, L_film)
           / half_space(f, k_air, C_air)) for f in (f_low, f_high)]
radiation = 4 * Stefan_Boltzmann * 300**3 * abs(low_A)
steady = flux * centre_response(
    lambda p: stack_impedance(1e-3, k_film, C_film, L_film, p), spot).real
k_slope = 1e-3
sound_speed = 2500.0
diffusivity = k_film / C_film
free_path = 3 * diffusivity / sound_speed
relaxation = free_path / sound_speed
light_depth = 7e-9


def mu(f, k, C):
    return np.sqrt(k / (np.pi * f * C))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def two(label, a, b, unit=""):
    print(f"{label}: {a:.4g}, {b:.4g} {unit}".rstrip())


two("k of film, twin", k_film, k_twin, "W/(m K)")
two("C of film, twin", C_film / 1e6, C_twin / 1e6, "J/(cm3 K)")
two("film, aluminium thickness", L_film * 1e9, d_metal * 1e9, "nm")
two("k of silicon, aluminium", k_si, k_metal, "W/(m K)")
two("C of silicon, aluminium", C_si / 1e6, C_metal / 1e6, "J/(cm3 K)")
show("contact resistance", R_contact * 1e6, "m2 K/MW")
two("low, high frequency", f_low / 1e3, f_high / 1e3, "kHz")
show("flux amplitude", flux / 1e4, "W/cm2")
show("film sqrt(kC)", np.sqrt(k_film * C_film), "W s^0.5/(m2 K)")
two("film mu at low, high f", mu(f_low, k_film, C_film) * 1e9,
    mu(f_high, k_film, C_film) * 1e9, "nm")
show("twin mu at high f", mu(f_high, k_twin, C_twin) * 1e9, "nm")
two("bare half-space |Z| film, twin", abs(bare) * 1e6, abs(bare_twin) * 1e6, "m2 K/MW")
two("bare half-space phase film, twin", *np.degrees(np.angle([bare, bare_twin])), "deg")
show("thick coated twins, max difference 0.3-10 MHz", 100 * sweep_difference, "%", 2)
two("stack swing, high f, film, twin", flux * abs(high_A), flux * abs(high_B), "K")
two("stack phase, high f, film, twin", *np.degrees(np.angle([high_A, high_B])), "deg")
two("stack swing, low f, film, twin", flux * abs(low_A), flux * abs(low_B), "K")
two("stack phase, low f, film, twin", *np.degrees(np.angle([low_A, low_B])), "deg")
show("film L/k", L_film / k_film * 1e6, "m2 K/MW")
show("nonlinear test peak temperature change", peak, "K")
show("nonlinear constant-s difference / peak", 100 * nonlinear_same, "%", 2)
show("nonlinear varying-s difference / peak", 100 * nonlinear_control, "%", 3)
show("absorption depth", absorption_depth * 1e9, "nm")
show("absorption: twin/film amplitude", abs(absorbed[1] / absorbed[0]))
two("absorption phase film, twin", *np.degrees(np.angle(absorbed)), "deg")
show("small spot radius", small_spot * 1e9, "nm")
show("small spot: twin/film amplitude", abs(spots[1] / spots[0]))
two("small spot phase film, twin", *np.degrees(np.angle(spots)), "deg")
two("fit k [W/(m K)], C [J/(cm3 K)]", fitted[0], fitted[1] / 1e6)
two("fit with L 5% too large, k, C", wrong_L[0], wrong_L[1] / 1e6, "(same units)")
show("noise in ln amplitude and in phase/rad", noise)
two("1,2,5 MHz: sd ln k, ln C", *sd_thick[:2])
show("1,2,5 MHz: sd ln(kC)", sd_thick[2])
two("with 10 kHz: sd ln k, ln C", *sd_full[:2])
show("with 10 kHz: sd ln(kC)", sd_full[2])
two("400 repeated fits: sd ln k, ln C", *sd_trials)
show("finite-thickness effect at high f", 100 * thick_error, "%", 3)
show("heated spot radius", spot * 1e6, "um")
two("lateral spreading at low, high f", *(100 * np.array(lateral)), "%")
show("resistance inside metal, high f", 100 * metal_error, "%", 3)
show("contact R / film |Z|, high f", 100 * R_contact
     / abs(film_impedance(f_high, k_film, C_film, L_film)), "%", 3)
show("same R at film/silicon joint / (L/k)", 100 * R_contact * k_film / L_film, "%", 3)
two("air loss at low, high f", *(100 * np.array(air)), "%")
show("radiation loss at low f, 300 K", 100 * radiation, "%", 2)
show("steady temperature rise at spot centre", steady, "K", 3)
show("k change for 0.1 %/K over steady rise", 100 * k_slope * steady, "%", 2)
show("kinetic free path for 2500 m/s", free_path * 1e9, "nm", 2)
show("w times relaxation time, high f", 2 * np.pi * f_high * relaxation, "", 2)
show("light through metal, 7 nm decay depth", np.exp(-d_metal / light_depth), "", 2)
print("done: every assertion held")
```

Printed output:

```
k of film, twin: 0.3, 0.6 W/(m K)
C of film, twin: 1.4, 0.7 J/(cm3 K)
film, aluminium thickness: 1000, 80 nm
k of silicon, aluminium: 140, 150 W/(m K)
C of silicon, aluminium: 1.65, 2.43 J/(cm3 K)
contact resistance: 0.01 m2 K/MW
low, high frequency: 10, 1000 kHz
flux amplitude: 100 W/cm2
film sqrt(kC): 648.1 W s^0.5/(m2 K)
film mu at low, high f: 2612, 261.2 nm
twin mu at high f: 522.3 nm
bare half-space |Z| film, twin: 0.6156, 0.6156 m2 K/MW
bare half-space phase film, twin: -45, -45 deg
thick coated twins, max difference 0.3-10 MHz: 0.00044 %
stack swing, high f, film, twin: 0.3831, 0.3878 K
stack phase, high f, film, twin: -63.87, -65.09 deg
stack swing, low f, film, twin: 3.44, 1.853 K
stack phase, low f, film, twin: -11.46, -8.669 deg
film L/k: 3.333 m2 K/MW
nonlinear test peak temperature change: 38.84 K
nonlinear constant-s difference / peak: 0.0082 %
nonlinear varying-s difference / peak: 7.15 %
absorption depth: 200 nm
absorption: twin/film amplitude: 1.341
absorption phase film, twin: -68.45, -60.48 deg
small spot radius: 1000 nm
small spot: twin/film amplitude: 0.8569
small spot phase film, twin: -38.19, -28.29 deg
fit k [W/(m K)], C [J/(cm3 K)]: 0.3, 1.399
fit with L 5% too large, k, C: 0.315, 1.333 (same units)
noise in ln amplitude and in phase/rad: 0.01
1,2,5 MHz: sd ln k, ln C: 2.081, 2.095
1,2,5 MHz: sd ln(kC): 0.027
with 10 kHz: sd ln k, ln C: 0.01103, 0.02491
with 10 kHz: sd ln(kC): 0.02206
400 repeated fits: sd ln k, ln C: 0.01088, 0.02524
finite-thickness effect at high f: 0.0528 %
heated spot radius: 200 um
lateral spreading at low, high f: 0.8705, 0.09202 %
resistance inside metal, high f: 0.0896 %
contact R / film |Z|, high f: 1.62 %
same R at film/silicon joint / (L/k): 0.3 %
air loss at low, high f: 0.4817, 0.5364 %
radiation loss at low f, 300 K: 0.0021 %
steady temperature rise at spot centre: 4.2 K
k change for 0.1 %/K over steady rise: 0.42 %
kinetic free path for 2500 m/s: 0.26 nm
w times relaxation time, high f: 6.5e-07
light through metal, 7 nm decay depth: 1.1e-05
done: every assertion held
```
